# Density-of-states broadening: Lorentzian and Gaussian bias, extrapolation and grid error, part 1

(Sections cited here and not found follow in the second part.)

Let \(D(E)\) be a density of states that is analytic near the energy \(E\), and let \(G(E+i0)=R(E)-i\pi D(E)\) be its Green function on the real axis. A Lorentzian of half width \(\eta\) gives

\[ D_\eta = D-\frac{\eta}{\pi}R'-\frac{\eta^2}{2}D''+\frac{\eta^3}{6\pi}R'''+\frac{\eta^4}{24}D''''-\dots , \]

a series that converges for \(\eta<d\), where \(d\) is the largest radius within which the Taylor series of \(D\) at \(E\) converges and equals \(D\) on the real axis. In a gap that series vanishes identically and \(d\) is the distance to the nearest state. The Gaussian \(e^{-x^2/\sigma^2}/(\sigma\sqrt\pi)\) gives the asymptotic series

\[ D_\sigma = D+\frac{\sigma^2}{4}D''+\frac{\sigma^4}{32}D''''+\dots . \]

The linear Lorentzian term is removed by any of the three rules

\[ 2D_\eta-D_{2\eta}=D+\eta^2D''+O(\eta^3), \]
\[ 3D_\eta-3D_{2\eta}+D_{3\eta}=D+\frac{\eta^3}{\pi}R'''+\frac32\eta^4D''''+O(\eta^5), \]
\[ -\frac1\pi\,\mathrm{Im}\,[G-i\eta G']_{E+i\eta}=D+\frac{\eta^2}{2}D''+O(\eta^3). \]

Three conditions go with these statements. The Lorentzian bias is linear only where \(R'(E)\neq0\). The series do not exist at a van Hove point or a band edge. All broadened quantities are those of a converged Brillouin-zone integral.

## Part I. The bias of the two broadenings

### Definitions

Write \(\langle\cdot\rangle_{\mathbf k}\) for the average over the Brillouin zone. For one band \(\varepsilon_{\mathbf k}\), per site and per spin, \(D(x)=\langle\delta(x-\varepsilon_{\mathbf k})\rangle_{\mathbf k}\), so that \(D\ge0\) and \(\int D\,dx=1\). Several bands add. The series, rules and kernels below are linear in \(D\) and carry over unchanged, while the bounds that use \(\int D\,dx=1\) are multiplied by the number of bands. For \(\mathrm{Im}\,z\neq0\),

\[ G(z)=\Big\langle\frac1{z-\varepsilon_{\mathbf k}}\Big\rangle_{\mathbf k}=\int\frac{D(x)\,dx}{z-x}. \tag{1} \]

The two kernels, both even and normalized to one, are

\[ L_\eta(x)=\frac{\eta}{\pi(x^2+\eta^2)},\qquad g_\sigma(x)=\frac{e^{-x^2/\sigma^2}}{\sigma\sqrt\pi}, \]

and the broadened densities are \(D_\eta(E)=\int L_\eta(E-x)D(x)\,dx\) and \(D_\sigma(E)=\int g_\sigma(E-x)D(x)\,dx\). Multiplying numerator and denominator by the conjugate gives \(1/(E-x+i\eta)=(E-x-i\eta)/[(E-x)^2+\eta^2]\), whose imaginary part is \(-\pi L_\eta(E-x)\). Inserting this in (1),

\[ D_\eta(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i\eta). \tag{2} \]

Lorentzian broadening is the evaluation of an analytic function at a height \(\eta\) above the axis, and the bias is its change between \(E\) and \(E+i\eta\).

### Continuation through the real axis

A Taylor expansion about a real \(E\) needs a function analytic in a disc around \(E\), and (1) has a cut there. Let \(d>0\) be the largest radius such that the Taylor series of \(D\) at \(E\) converges for \(|z-E|<d\) and equals \(D\) on the whole interval \((E-d,E+d)\), and call its sum \(D(z)\). Elsewhere \(D\) need only be integrable. Choose \(r<d\). For \(z\) above the axis the integrand \(D(x)/(z-x)\) is analytic in \(x\) in the lower half of the disc, so by Cauchy's theorem the segment \([E-r,E+r]\) of the path may be replaced by the lower semicircle without changing the value. The integral along the new path, \(G_+(z)\), is analytic for all \(z\) above that path, which includes the whole disc \(|z-E|<r\). Since \(r<d\) is arbitrary, \(G_+\) is analytic for \(|z-E|<d\), and it equals \(G\) in the upper half.

For real \(x_0\) in the disc, shrink the detour to a semicircle \(x=x_0+\rho e^{i\phi}\), with \(\phi\) running from \(-\pi\) to \(0\) so that the path goes from left to right below \(x_0\). The straight parts tend to the principal value as \(\rho\to0\). On the arc \(dx/(x_0-x)=i\rho e^{i\phi}d\phi/(-\rho e^{i\phi})=-i\,d\phi\), so the arc gives \(-i\pi D(x_0)\). Hence

\[ G_+(x_0)=R(x_0)-i\pi D(x_0),\qquad R(x_0)=\mathrm P\!\int\frac{D(x)\,dx}{x_0-x}. \tag{3} \]

The derivative of an analytic function may be taken along any direction. Along the real axis \(R\) and \(D\) are real, so \(G_+^{(n)}(E)=R^{(n)}(E)-i\pi D^{(n)}(E)\) with real \(R^{(n)}\) and \(D^{(n)}\). The Taylor coefficients of \(D\) are \(-1/\pi\) times the imaginary parts of those of \(G_+\). If the series of \(G_+\) converged in a larger disc, its sum would equal \(G\) in the upper half of that disc, so \(-1/\pi\) times its imaginary part on the axis would be \(D\), and the series of \(D\) would represent \(D\) on a larger interval, contrary to the definition of \(d\). The radius of \(G_+\) is therefore \(d\). The series of \(D\) alone may converge farther: in a gap it vanishes identically, while \(d\) is the distance to the nearest state.

### The Lorentzian series

For \(\eta<d\) the point \(E+i\eta\) lies in the disc, and

\[ G(E+i\eta)=\sum_{n\ge0}\frac{(i\eta)^n}{n!}\big(R^{(n)}-i\pi D^{(n)}\big). \]

By (2), \(D_\eta=\sum_na_n\eta^n\) with \(a_n=-\mathrm{Im}\,[i^n(R^{(n)}-i\pi D^{(n)})]/(\pi n!)\). For even \(n=2l\), \(i^n=(-1)^l\) is real and the imaginary part is \(-(-1)^l\pi D^{(2l)}\). For odd \(n=2l+1\), \(i^n=(-1)^li\), the product is \((-1)^l(iR^{(n)}+\pi D^{(n)})\), and the imaginary part is \((-1)^lR^{(n)}\). Therefore

\[ a_{2l}=\frac{(-1)^lD^{(2l)}}{(2l)!},\qquad a_{2l+1}=-\frac{(-1)^lR^{(2l+1)}}{\pi(2l+1)!}, \tag{4} \]

that is \(a_0=D\), \(a_1=-R'/\pi\), \(a_2=-D''/2\), \(a_3=R'''/(6\pi)\), \(a_4=D''''/24\).

If \(|G_+|\le M\) on the circle \(|z-E|=r<d\), Cauchy's estimate gives \(|G_+^{(n)}|/n!\le M/r^n\), so \(|a_n|\le M/(\pi r^n)\). Summing the geometric tail, the terms beyond order \(n\) are together at most \((M/\pi)(\eta/r)^{n+1}/(1-\eta/r)\).

One relation holds at any \(\eta>0\) with no assumption on \(D\). Since \(\partial_\eta G(E+i\eta)=iG'(E+i\eta)\) and \(\mathrm{Im}(iG')=\mathrm{Re}\,G'\),

\[ \frac{\partial D_\eta}{\partial\eta}=-\frac1\pi\,\mathrm{Re}\,G'(E+i\eta),\qquad G'(z)=-\Big\langle\frac1{(z-\varepsilon_{\mathbf k})^2}\Big\rangle_{\mathbf k}. \tag{5} \]

At \(\eta\to0\) this is \(a_1\) again.

### What the linear coefficient measures

Because \(L_\eta\) is even and \(\int_0^\infty L_\eta\,dy=\tfrac12\), folding the convolution about \(E\) gives

\[ D_\eta-D=\frac\eta\pi\int_0^\infty\frac{\Delta(y)\,dy}{y^2+\eta^2},\qquad\Delta(y)=D(E+y)+D(E-y)-2D(E). \]

Use the identity \(1/(y^2+\eta^2)=1/y^2-\eta^2/[y^2(y^2+\eta^2)]\). The function \(\Delta/y^2\) tends to \(D''\) at \(y\to0\), because the odd Taylor terms cancel in \(\Delta\), and it is integrable at large \(y\). So both pieces exist:

\[ D_\eta-D=\frac\eta\pi\int_0^\infty\frac{\Delta}{y^2}\,dy-\eta^2\int_0^\infty L_\eta(y)\,\frac{\Delta}{y^2}\,dy . \tag{6} \]

In the last integral \(L_\eta\) concentrates its weight \(\tfrac12\) at \(y=0\) as \(\eta\to0\), so the integral tends to \(D''/2\). This reproduces \(a_2\), and comparison of the linear term with (4) gives

\[ a_1=-\frac{R'}\pi=\frac1\pi\int_0^\infty\frac{D(E+y)+D(E-y)-2D(E)}{y^2}\,dy. \tag{7} \]

The linear coefficient is not local. The tail \(\eta/(\pi y^2)\) of the Lorentzian carries weight in from states at every distance and carries weight out from \(E\), and \(a_1\) is the balance. At the global maximum of \(D\), \(\Delta\le0\) and \(a_1<0\). Equation (6) also explains the sign of the quadratic term: the true kernel lies below the bare tail \(\eta/(\pi y^2)\) near \(y=0\), and \(-\eta^2D''/2\) subtracts the excess. It is opposite in sign to the curvature term of a positive kernel with a finite second moment.

In a gap \(D\) vanishes identically near \(E\), all even coefficients vanish, and (7) becomes \(a_1=\pi^{-1}\int D(x)\,dx/(E-x)^2>0\). If the nearest state is at distance \(\delta\), then \(1/(y^2+\eta^2)\ge(1-\eta^2/\delta^2)/y^2\) for \(|y|\ge\delta\), so \(D_\eta\) lies below \(a_1\eta\) by a fraction of at most \(\eta^2/\delta^2\).

### The Gaussian series

Completing the square gives \(\int g_\sigma(y)e^{\lambda y}dy=e^{\sigma^2\lambda^2/4}\). Comparing powers of \(\lambda\), odd moments vanish and \(\int g_\sigma y^{2l}dy=(2l)!\,\sigma^{2l}/(4^ll!)\). The second moment is \(\sigma^2/2\) and the fourth is \(3\sigma^4/4\). Inserting the Taylor series of \(D(E+y)\) term by term divides the moment by \((2l)!\):

\[ D_\sigma\sim\sum_{l\ge0}\frac{\sigma^{2l}D^{(2l)}}{4^l\,l!}=D+\frac{\sigma^2}4D''+\frac{\sigma^4}{32}D''''+\dots \tag{8} \]

The factor \(1/4\) belongs to this definition of \(\sigma\). In terms of the standard deviation \(s=\sigma/\sqrt2\) the leading error is \(s^2D''/2\).

The term-by-term step uses the Taylor series outside its radius and needs a bound. Let \(P(y)\) be the cubic Taylor polynomial. Its full Gaussian average is \(D+\sigma^2D''/4\), so \(D_\sigma-D-\sigma^2D''/4=\int g_\sigma(y)[D(E+y)-P(y)]\,dy\). For \(|y|<r<d\) the bracket is at most \(y^4\max|D''''|/24\), which with the fourth moment contributes at most \(\sigma^4\max|D''''|/32\), the maximum taken over \(|y|<r\). For \(|y|>r\) the part with \(D(E+y)\) is at most \(g_\sigma(r)\), because \(\int D=1\). The part with \(P\) reduces by symmetry to \(\int_{|y|>r}g_\sigma(D+D''y^2/2)\,dy\), and integration by parts with \(y\,e^{-y^2/\sigma^2}=-\tfrac{\sigma^2}2\,\partial_ye^{-y^2/\sigma^2}\) bounds it by \(e^{-r^2/\sigma^2}\) times powers of \(r\) and \(\sigma\). Distant states thus enter only through exponentially small terms, and the Gaussian error is local and even in \(\sigma\). In a gap the same argument gives \(D_\sigma\le g_\sigma(\delta)\).

The series (8) diverges whenever the even part of \(D(E+y)\) has a finite radius \(\rho\). The quantities \(D^{(2l)}/(2l)!\) then scale as \(\rho^{-2l}\), successive moments have the ratio \((2l+1)\sigma^2/2\), and the terms decrease only until \(l\approx\rho^2/\sigma^2\).

The Fourier transforms show the difference compactly. Closing the contour around the pole of \(L_\eta\) at \(\pm i\eta\) gives \(\int L_\eta e^{i\tau x}dx=e^{-\eta|\tau|}\), and setting \(\lambda=i\tau\) above gives \(\int g_\sigma e^{i\tau x}dx=e^{-\sigma^2\tau^2/4}\). Multiplication by \(-\tau^2\) is the local operation \(\partial_E^2\). Multiplication by \(|\tau|\), which appears at first order in \(\eta\), is not a differential operator.

### Square-root edge

At a three-dimensional band edge \(E_0\), \(D(E_0+y)=c\sqrt y\,(1+by+\dots)\) for \(y>0\) and zero for \(y<0\). Here \(d=0\). Write \(D=c\sqrt y+\rho(y)\) for all \(y>0\), which defines \(\rho\). With \(y=\eta v^2\), the first part contributes

\[ \frac{c\,\eta}\pi\int_0^\infty\frac{\sqrt y\,dy}{y^2+\eta^2}=\frac{c\sqrt\eta}\pi\int_0^\infty\frac{2v^2dv}{1+v^4}. \]

The substitution \(v\to1/v\) shows that \(\int_0^\infty v^2dv/(1+v^4)=\int_0^\infty dv/(1+v^4)\), so the integral equals \(\int_0^\infty(1+v^2)\,dv/(1+v^4)\). With \(w=v-1/v\), \(dw=(1+v^{-2})\,dv\) and \(w^2+2=v^2+v^{-2}\), this is \(\int_{-\infty}^\infty dw/(w^2+2)=\pi/\sqrt2\). For \(\rho\), use the identity that led to (6). The piece \(\rho/y^2\) is integrable and gives a term \(\beta\eta\) with a constant \(\beta\). The other piece, with \(\rho\approx cb\,y^{3/2}\), is \(-(cb\,\eta^3/\pi)\int y^{-1/2}dy/(y^2+\eta^2)=-(cb\,\eta^{3/2}/\pi)\int2\,dv/(1+v^4)\), and the last integral is again \(\pi/\sqrt2\). Thus

\[ D_\eta(E_0)=c\sqrt{\eta/2}+\beta\eta-cb\,\eta\sqrt{\eta/2}+\dots \tag{9} \]

The Gaussian is not analytic there either: rescaling \(y\) by \(\sigma\) in \(\int_0^\infty c\sqrt y\,g_\sigma dy\) gives a result proportional to \(\sqrt\sigma\).

### Three models

**Chain.** Let \(\varepsilon_k=-2t\cos k\) with lattice constant one, and define \(\xi\) by \(\xi+1/\xi=-z/t\), \(|\xi|<1\). Since \((1-\xi e^{ik})(1-\xi e^{-ik})=\xi(1/\xi+\xi-2\cos k)\), one has \(z+2t\cos k=-(t/\xi)(1-\xi e^{ik})(1-\xi e^{-ik})\). Multiplying the two geometric series, the coefficient of \(e^{imk}\) is \(\sum_{n\ge0}\xi^{2n+|m|}=\xi^{|m|}/(1-\xi^2)\), so

\[ \frac1{z-\varepsilon_k}=G_1(z)\sum_m\xi^{|m|}e^{imk},\qquad G_1=\frac{-\xi}{t(1-\xi^2)}=\frac1{t(\xi-1/\xi)}. \tag{10} \]

The \(m=0\) term is the zone average. Squaring, \(G_1^{-2}=t^2[(\xi+1/\xi)^2-4]=z^2-4t^2\). Inside the band \(G_1^2<0\), and \(\mathrm{Im}\,G\le0\) above the axis fixes \(G_1=-i/\sqrt{4t^2-E^2}\). So \(R\equiv0\) in the band, every odd coefficient vanishes, and the bias begins at \(-\eta^2D''/2\). Differentiating \(D=(4t^2-E^2)^{-1/2}/\pi\) twice gives \(D''=[(4t^2-E^2)+3E^2]/[\pi(4t^2-E^2)^{5/2}]\). For \(t=1\) eV, \(E=0.5\) eV and \(\eta=0.02\) eV, a sum over 20000 equally spaced \(k\) points gives a bias of \(-1.05188\times10^{-5}\ \mathrm{eV^{-1}}\), and \(-\eta^2D''/2=-1.05200\times10^{-5}\ \mathrm{eV^{-1}}\).

**Gaussian density.** Let \(D=e^{-E^2}/\sqrt\pi\) with energies in units of the width. Folding the principal value about \(E\),

\[ R=-\int_0^\infty\frac{D(E+y)-D(E-y)}y\,dy=\frac{2e^{-E^2}}{\sqrt\pi}\int_0^\infty e^{-y^2}\,\frac{\sinh2Ey}y\,dy. \]

The last integral vanishes at \(E=0\) and its \(E\) derivative is \(\int_0^\infty2\cosh(2Ey)\,e^{-y^2}dy=\sqrt\pi e^{E^2}\). Hence \(R=2F\) with the Dawson function \(F(E)=e^{-E^2}\int_0^Ee^{u^2}du\), which obeys \(F'=1-2EF\), and by differentiation \(F''=-2F-2EF'\), \(F'''=-4F'-2EF''\). Here \(d=\infty\), and \(a_1\) changes sign at the maximum of \(F\).

**Simple cubic lattice.** Let \(\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z)\). Averaging over \(k_x,k_y\) first,

\[ G(z)=\frac1\pi\int_0^\pi G_2(z+2t\cos\theta)\,d\theta, \tag{11} \]

where \(G_2\) belongs to the square lattice. Put \(k_x=\alpha+\gamma\), \(k_y=\alpha-\gamma\). Then \(\cos k_x+\cos k_y=2\cos\alpha\cos\gamma\), and \(\alpha,\gamma\in[0,2\pi)\) cover the zone twice uniformly. The \(\gamma\) average is the chain result with \(2t\to4t|\cos\alpha|\). With \(K(\mu)=\int_0^{\pi/2}d\phi/\sqrt{1-\mu\sin^2\phi}\), real \(|u|>4t\) gives

\[ G_2(u)=\frac2{\pi u}\int_0^{\pi/2}\frac{d\alpha}{\sqrt{1-16t^2\cos^2\alpha/u^2}}=\frac2{\pi u}K\Big(\frac{16t^2}{u^2}\Big). \]

For \(|u|<4t\) the chain function is real, equal to \(\mathrm{sgn}(u)/\sqrt{u^2-16t^2\cos^2\alpha}\), where \(4t\cos\alpha<|u|\). The substitution \(4t\cos\alpha=|u|\sin\phi\) makes the root \(|u|\cos\phi\) and \(|d\alpha|=|u|\cos\phi\,d\phi/(4t\sin\alpha)\), with \(\sin^2\alpha=1-(u^2/16t^2)\sin^2\phi\). Where \(4t\cos\alpha>|u|\) it equals \(-i/\sqrt{16t^2\cos^2\alpha-u^2}\). The substitution \(\sin\alpha=\sqrt\mu\sin\phi\), \(\mu=1-u^2/16t^2\), makes the root \(4t\sqrt\mu\cos\phi\) and \(d\alpha=\sqrt\mu\cos\phi\,d\phi/\sqrt{1-\mu\sin^2\phi}\). With the prefactor \(2/\pi\),

\[ R_2(u)=\frac{\mathrm{sgn}(u)}{2\pi t}K\Big(\frac{u^2}{16t^2}\Big),\qquad D_2(u)=\frac1{2\pi^2t}K\Big(1-\frac{u^2}{16t^2}\Big). \tag{12} \]

For \(-6t<x<-2t\) set \(t=1\), \(y=x+6\), and change the variable in (11) to \(u=x+2\cos\theta\), which runs from the edge \(-4\) of \(D_2\) to \(x+2\), with \(|d\theta|=du/\sqrt{(2+x-u)(2-x+u)}\). Put \(u=-4+y\lambda\), \(0\le\lambda\le1\). Then \(2+x-u=y(1-\lambda)\) and \(2-x+u=4-y(1-\lambda)\), so

\[ D=\sqrt y\,h(y),\qquad h(y)=\frac1\pi\int_0^1\frac{D_2(-4+y\lambda)\,d\lambda}{\sqrt{(1-\lambda)\,[4-y(1-\lambda)]}}. \tag{13} \]

For complex \(y\) with \(|y|<4\), the bracket has a positive real part and \(\mathrm{Re}\,u<0\). The cut of \(K(\mu)\) at \(\mu\ge1\) corresponds to \(u^2\le0\) and is not reached, so \(h\) is analytic for \(|y|<4\). Three facts follow. First, the disc \(|y-2|<2\) lies inside \(|y|<4\) and avoids \(y=0\), so at \(E=-4t\) the radius is \(d=2t\), the distance to the branch point of \(\sqrt y\). Second, \(K(\mu)\approx\frac\pi2(1+\mu/4)\) with \(\mu\approx y\lambda/2\) gives \(D_2\approx(1+y\lambda/8)/4\pi\), the bracket gives the factor \(\frac12[1+y(1-\lambda)/8]\), their product is \((1+y/8)/8\pi\) independent of \(\lambda\), and \(\int_0^1d\lambda/\sqrt{1-\lambda}=2\). Restoring units, \(c=1/(4\pi^2t^{3/2})\) and \(b=1/(8t)\). Third, the function \(G+i\pi\sqrt y\,h\), analytic above the axis, is real for small \(y>0\), where the imaginary parts cancel and it equals \(R\), and real for small \(y<0\), where \(G\) is real and \(i\sqrt y=-\sqrt{|y|}\). By the Schwarz reflection principle it continues across the axis, and being bounded it is analytic at \(y=0\) too. So \(R\), continued from inside the band, is regular at \(-6t\), and the edge singularity resides in \(D\) alone.

## Part II. Extrapolation, grid error and a worked example

This part uses the following from Part I. \(G(z)=\langle1/(z-\varepsilon_{\mathbf k})\rangle_{\mathbf k}\) equals \(R-i\pi D\) on the axis. \(D_\eta=-\mathrm{Im}\,G(E+i\eta)/\pi=\sum_na_n\eta^n\) for \(\eta<d\), with \(a_0=D\), \(a_1=-R'/\pi\), \(a_2=-D''/2\), \(a_3=R'''/(6\pi)\), \(a_4=D''''/24\). Exactly, \(\partial_\eta D_\eta=-\mathrm{Re}\,G'(E+i\eta)/\pi\). The Gaussian gives \(D_\sigma\sim D+\sigma^2D''/4+\sigma^4D''''/32\). The kernels \(L_\eta\) and \(g_\sigma\) have transforms \(e^{-\eta|\tau|}\) and \(e^{-\sigma^2\tau^2/4}\). At a square-root edge (9) holds. The chain obeys (10), and the simple cubic lattice obeys (11) to (13), with \(d=2t\) at \(E=-4t\), \(c=1/(4\pi^2t^{3/2})\) and \(b=1/(8t)\).

### Extrapolation from several heights

Take \(p\) distinct heights \(\eta_1<\dots<\eta_p<d\) and form \(\hat D=\sum_jw_jD_{\eta_j}=\sum_na_nS_n\), with \(S_n=\sum_jw_j\eta_j^n\). The \(p\) weights are fixed by \(S_0=1\) and \(S_1=\dots=S_{p-1}=0\). These conditions say that \(\sum_jw_jq(\eta_j)=q(0)\) for every polynomial \(q\) of degree below \(p\). Applying this to the Lagrange basis polynomial that is one at \(\eta_j\) and zero at the other nodes gives

\[ w_j=\prod_{k\ne j}\frac{\eta_k}{\eta_k-\eta_j}. \tag{14} \]

The first surviving sum follows from the polynomial \(q(\eta)=\eta^p-\prod_k(\eta-\eta_k)\), which has degree below \(p\) and equals \(\eta_j^p\) at the nodes. So \(S_p=q(0)=(-1)^{p-1}\prod_k\eta_k\), and the leading error is \((-1)^{p-1}a_p\prod_k\eta_k\).

For nodes \(\eta,2\eta\), (14) gives \(w_1=2/(2-1)=2\), \(w_2=1/(1-2)=-1\), and \(S_n=(2-2^n)\eta^n\), with factors \(-2,-6,-14\) for \(n=2,3,4\):

\[ 2D_\eta-D_{2\eta}=D+\eta^2D''-\frac{\eta^3}\pi R'''-\frac7{12}\eta^4D''''+\dots \tag{15} \]

For nodes \(\eta,2\eta,3\eta\), \(w_1=\frac{2\cdot3}{1\cdot2}=3\), \(w_2=\frac{1\cdot3}{(-1)(1)}=-3\), \(w_3=\frac{1\cdot2}{(-2)(-1)}=1\), and \(S_n=(3-3\cdot2^n+3^n)\eta^n\). The factors are \(0,0,6,36\) for \(n=1,\dots,4\), and \(6a_3=R'''/\pi\), \(36a_4=\frac32D''''\):

\[ 3D_\eta-3D_{2\eta}+D_{3\eta}=D+\frac{\eta^3}\pi R'''+\frac32\eta^4D''''+\dots \tag{16} \]

The extrapolation is in \(\eta\), with all powers present. A rule built for an even error, such as \((4D_\eta-D_{2\eta})/3\), leaves \((4-2)a_1\eta/3\), two thirds of the linear bias. That rule is the right one for the Gaussian, where it cancels \(\sigma^2\) and leaves \((4-16)/3=-4\) times the quartic term:

\[ \tfrac13(4D_\sigma-D_{2\sigma})=D-\tfrac18\sigma^4D''''+\dots \tag{17} \]

Where \(a_1=0\), as in the band of the chain, rule (15) does harm at leading order: it replaces the error \(-\eta^2D''/2\) by \(+\eta^2D''\), twice as large.

This part has derived the bias series of Lorentzian and Gaussian broadening and the rules (15) to (17), which cancel their leading terms by combining several widths. What remains is the rule that uses a single height, the effective kernels, the error of a uniform grid, the numerical examples and a practical procedure.
